# Bradley–Harper ripple wavelength on an ion-sputtered surface

An iron surface at 450 K, etched by 1 keV argon ions at 45 degrees, should develop ripples about 20 nm apart according to the model below. Each ion deposits its energy only about a nanometre deep, so 20 nm is not a length belonging to a single impact. Warming the surface by 10 K, with the beam unchanged, moves the prediction to about 27 nm, although no temperature enters the sputtering part of the model. Something outside the collision must help to set the spacing.

## 1. Normal incidence: why a flat surface is unstable

Let the solid lie below $z=h(x,y,t)$ and let ions arrive along $-z$ with flux $J$. In Sigmund's picture an ion that strikes the surface at $\mathbf r'$ deposits energy $\varepsilon$ in a Gaussian cloud. Its centre lies a distance $a$ further along the beam; its widths are $\alpha$ along the beam and $\beta$ across it. The surface recedes along its normal at $\Lambda$ times the deposited power per volume, with $\Lambda$ a material constant. The cloud is taken to be the same whatever the surface shape, and redeposition is left out.

For a surface point $\mathbf r$, put $X=x-x'$, $Y=y-y'$ and $H=h(\mathbf r)-h(\mathbf r')$. The point lies at $-H$ along the beam from the impact, so it receives the energy density

$$\frac{\varepsilon}{(2\pi)^{3/2}\alpha\beta^2}\exp\left[-\frac{(H+a)^2}{2\alpha^2}-\frac{X^2+Y^2}{2\beta^2}\right].$$

For small $H$, $(H+a)^2\approx a^2+2aH$, and the exponential gains the factor $1-aH/\alpha^2$. A point higher than its surroundings is further from the buried energy and erodes more slowly. The conversion from normal to vertical speed, $\sqrt{1+|\nabla h|^2}$, differs from 1 only at second order in slope. Hence

$$\partial_t h=-v_0\left(1-\frac{a}{\alpha^2}\langle H\rangle\right),$$

where $v_0$ is the flat erosion speed and the average is over impacts with Gaussian weight of width $\beta$.

For a ripple $h\propto e^{ikx+\omega t}$ we have $H=h(1-e^{-ikX})$, and $\langle e^{-ikX}\rangle=e^{-\beta^2k^2/2}$. The growth rate is therefore

$$\omega=\frac{v_0a}{\alpha^2}\left(1-e^{-\beta^2k^2/2}\right)\approx\frac{v_0a\beta^2}{2\alpha^2}k^2 .$$

The last form holds for $\beta k\ll1$. Since $h_{xx}=-k^2h$, it is the effect of a term $\nu h_{xx}$ with

$$\nu=-\frac{v_0a\beta^2}{2\alpha^2}<0 .$$

This is diffusion with the wrong sign: troughs deepen. Two limits show what it contains. If $a\to0$, the energy is centred on the surface, the first-order difference between crest and trough vanishes, and so does $\nu$. If $k\to\infty$, $\omega$ rises to the plateau $v_0a/\alpha^2$ without passing through a maximum. At normal incidence, sputtering at this order makes ripples but does not choose among them.

## 2. Surface diffusion supplies the other half

Let the surface energy $\gamma$ per area be isotropic. For small slopes the energy is $\gamma\int(1+|\nabla h|^2/2)\,dx\,dy$. A change $\delta h$ alters it by

$$\gamma\int\nabla h\cdot\nabla\delta h\,dx\,dy=-\gamma\int(\nabla^2h)\,\delta h\,dx\,dy,$$

after integration by parts. Adding one atom of volume $\Omega$ means $\int\delta h\,dx\,dy=\Omega$, so its chemical potential is $\mu=-\gamma\Omega\nabla^2h$, high on crests.

Mobile atoms drift down the gradient of $\mu$. Let $n_s$ be the density of all surface sites and $D$ the diffusivity averaged over all surface atoms, so that $D$ already includes the small fraction that is mobile. The current is

$$\mathbf j=-\frac{Dn_s}{k_BT}\nabla\mu=\frac{Dn_s\gamma\Omega}{k_BT}\nabla\nabla^2h .$$

Conservation, $\partial_th=-\Omega\nabla\cdot\mathbf j$, gives

$$\partial_th=-\kappa\nabla^4h,\qquad \kappa=\frac{Dn_s\gamma\Omega^2}{k_BT}.$$

A ripple decays at the rate $\kappa k^4$. Four derivatives appear because two turn height into curvature and two turn a potential into accumulation.

The rates of the two processes add:

$$R(k)=|\nu|k^2-\kappa k^4 .$$

Setting $dR/dk=2|\nu|k-4\kappa k^3=0$ with $k\neq0$ gives $k_*^2=|\nu|/(2\kappa)$. There the second derivative is $2|\nu|-12\kappa k_*^2=-4|\nu|$, so this is a maximum. The fastest-growing wavelength is

$$\boxed{\lambda_*=\frac{2\pi}{k_*}=2\pi\sqrt{\frac{2\kappa}{|\nu|}}},\qquad R_*=\frac{\nu^2}{4\kappa}.$$

Waves with $k>\sqrt2\,k_*$ decay. As $\kappa\to0$, $\lambda_*\to0$, and the long-wave form of the sputter term loses its validity: the formula needs enough smoothing to keep $k_*$ times the deposition lengths small.

A smooth initial spectrum does not become a single wave at once. Near the maximum, $R\approx R_*-2|\nu|(k-k_*)^2$, so amplitudes acquire the factor $\exp[-2|\nu|(k-k_*)^2t]$, a Gaussian in $k$ of variance $1/(4|\nu|t)$. After $n$ e-folds, $t=n/R_*$. Since $R_*=|\nu|k_*^2/2$, the standard deviation is $k_*/\sqrt{8n}$.

## 3. Tilting the beam

Now let the beam travel along $(s,0,-c)$, with $s=\sin\theta$, $c=\cos\theta$ and $\theta$ measured from the mean normal. $J$ remains the flux through a plane normal to the beam. Two things change. The separation from impact to surface point has component $Xs-Hc$ along the beam and $Xc+Hs$ across it in the plane of incidence. The ions intercepted per horizontal area number $J(c+sh_x)$, because slopes facing the beam catch more. Every point is assumed to be lit, which needs $c+sh_x>0$.

**Flat surface.** With $H=0$ the exponent is minus

$$\frac{(Xs-a)^2}{2\alpha^2}+\frac{X^2c^2+Y^2}{2\beta^2}.$$

Define $W=\alpha^2c^2+\beta^2s^2$, the variance of the cloud in depth. The coefficient of $X^2/2$ is $s^2/\alpha^2+c^2/\beta^2=W/(\alpha^2\beta^2)$. Completing the square gives a Gaussian in $X$ with

$$\sigma^2=\frac{\alpha^2\beta^2}{W},\qquad m=\frac{as\beta^2}{W},$$

and a remainder

$$\frac{a^2}{2\alpha^2}-\frac{m^2}{2\sigma^2}=\frac{a^2}{2\alpha^2}\,\frac{W-s^2\beta^2}{W}=\frac{a^2c^2}{2W}.$$

Integration over $X$ and $Y$ multiplies the prefactor by $2\pi\sigma\beta$, so

$$v_0=cV,\qquad V=\Lambda\varepsilon J\,\frac{e^{-a^2c^2/2W}}{\sqrt{2\pi W}} .$$

If $\mathcal Y$ atoms leave per ion, the flux $Jc$ on the surface removes $Jc\,\mathcal Y\Omega$ of height per time. Thus $V=J\Omega\mathcal Y$, and $\Lambda\varepsilon$ need not be known.

**Ripple.** Differentiate the exponent with respect to $H$ at $H=0$ and multiply by the flat interception factor $c$:

$$g(X)=c^2\left[\frac{Xs-a}{\alpha^2}-\frac{Xs}{\beta^2}\right]=g_0+g_1X,$$

$$g_0=-\frac{ac^2}{\alpha^2},\qquad g_1=\frac{c^2s(\beta^2-\alpha^2)}{\alpha^2\beta^2}.$$

For $h\propto e^{i\mathbf k\cdot\mathbf r+\omega t}$ the slope at the impact point is $ik_xh\,e^{-i\mathbf k\cdot\mathbf X}$, where $\mathbf X=(X,Y)$. Collecting first-order terms,

$$\omega=-V\left\langle isk_xe^{-i\mathbf k\cdot\mathbf X}+g(X)(1-e^{-i\mathbf k\cdot\mathbf X})\right\rangle .$$

The Gaussian averages are

$$\varphi=\langle e^{-i\mathbf k\cdot\mathbf X}\rangle=e^{-imk_x-\sigma^2k_x^2/2-\beta^2k_y^2/2},$$

$$\langle Xe^{-i\mathbf k\cdot\mathbf X}\rangle=i\,\partial\varphi/\partial k_x=(m-i\sigma^2k_x)\varphi .$$

The average containing $g$ is then $(g_0+g_1m)(1-\varphi)+ig_1\sigma^2k_x\varphi$. Both combinations simplify:

$$g_0+g_1m=-\frac{ac^2}{\alpha^2W}\left[W-s^2(\beta^2-\alpha^2)\right]=-\frac{ac^2}{W},$$

$$s+g_1\sigma^2=\frac sW\left[W+c^2(\beta^2-\alpha^2)\right]=\frac{s\beta^2}{W}.$$

The brackets equal $\alpha^2$ and $\beta^2$, by $s^2+c^2=1$. The linear response is

$$\omega=V\left[\frac{ac^2}{W}(1-\varphi)-ik_x\frac{s\beta^2}{W}\varphi\right].$$

**Long waves.** To second order,

$$\varphi\approx1-imk_x-\tfrac12(\sigma^2+m^2)k_x^2-\tfrac12\beta^2k_y^2 .$$

The first-order part of $\omega$ is $iCk_x$, with

$$C=V\frac{s\beta^2}{W}\left(\frac{a^2c^2}{W}-1\right).$$

In the second-order part, the product $(-ik_x)(-imk_x)=-mk_x^2$ supplies the stabilizing piece of $\nu_x$. Matching to $-\nu_xk_x^2-\nu_yk_y^2$ gives

$$\nu_x=-\frac{Va}{W}\left[\frac{c^2(\sigma^2+m^2)}2-\frac{s^2\beta^4}{W}\right],\qquad \nu_y=-\frac{Vac^2\beta^2}{2W}.$$

The surface equation is therefore

$$\partial_th=-v_0+Ch_x+\nu_xh_{xx}+\nu_yh_{yy}-\kappa\nabla^4h .$$

**Three limits.** At $\theta=0$, $W=\alpha^2$, $\sigma=\beta$ and $m=0$, and both coefficients return to the value of section 1.

A uniform small slope $h_x$ changes the incidence angle to $\theta-h_x$, so $C$ should equal $dv_0/d\theta$. From $dW/d\theta=2sc(\beta^2-\alpha^2)$ one finds $d(c^2/W)/d\theta=-2sc\beta^2/W^2$. The logarithmic derivative of $cW^{-1/2}e^{-a^2c^2/2W}$ is then

$$-\frac sc-\frac{sc(\beta^2-\alpha^2)}W+\frac{a^2sc\beta^2}{W^2}=-\frac{s\beta^2}{cW}+\frac{a^2sc\beta^2}{W^2}.$$

Multiplication by $v_0=cV$ gives $C$. This term moves the pattern along $-x$ at speed $C$ without changing its growth.

At grazing incidence, $c\to0$ and $W\to\beta^2$. Then $\nu_y\to0$ from below while $\nu_x\to+Va$. Long waves along the beam's projection become stable, because the slopes facing the beam catch the most ions and the resulting erosion is displaced downstream. This limit belongs to the model. Its yield rises steadily with angle, to nearly 13 atoms per ion at 89 degrees for the inputs of section 5, whereas real yields pass through a maximum at oblique incidence and then fall as ions are reflected, which is left out here. The lit-surface condition also admits only slopes below $\cot\theta$.

## 4. Which direction wins

For a wavevector at angle $\psi$ to $x$, the growth rate is

$$R=S(\psi)k^2-\kappa k^4,\qquad S=-\nu_x\cos^2\psi-\nu_y\sin^2\psi .$$

If $S>0$, its maximum over $k$ is $S^2/(4\kappa)$. Since $S$ is linear in $\cos^2\psi$, its largest value lies at an end, $\psi=0$ or $90^\circ$. The boxed formula thus holds with $\nu$ the more negative of $\nu_x$ and $\nu_y$, and the wavevector lies along that axis. Within this long-wave equation, equal coefficients select a wavelength but no direction; the higher-order sputter terms, which differ along $x$ and $y$, then give a weak preference. If neither is negative, there is no ripple to which the formula applies. The proof uses isotropic $\kappa$; on a crystal face with strongly directional diffusion, the smoothing also affects the orientation.

## 5. Iron at 45 degrees

The deposition lengths are rough: $a=1.2$, $\alpha=0.6$ and $\beta=0.4$ nm. The beam carries 0.2 mA/cm², or $J=12.48$ ions/(nm² s), and the yield is taken as 2.5 atoms per ion. As a model input, take a bcc cell of side 0.287 nm; it holds two atoms, so $\Omega=0.287^3/2=0.01182$ nm³. Then

$$V=12.48\times0.01182\times2.5=0.369\ \text{nm/s},\qquad v_0=0.261\ \text{nm/s}.$$

At 45 degrees $W=0.26$ nm², $\sigma^2=0.2215$ nm² and $m=0.522$ nm. The common factor $Va/W$ is 1.703 s⁻¹, and

$$\nu_x=-1.703\,(0.1236-0.0492)=-0.127\ \text{nm}^2/\text{s},$$

$$\nu_y=-1.703\times0.040=-0.068\ \text{nm}^2/\text{s}.$$

The wavevector therefore lies along $x$. A numerical root search for $\nu_x=\nu_y$ puts the change of orientation at about 60 degrees for these lengths. That angle comes from the sputter terms alone and without ion reflection; the redistribution estimate of section 6 moves it to between 60 and 70 degrees.

For smoothing, take $\gamma=2.4$ J/m² (14.98 eV/nm²), $n_s=\Omega^{-2/3}=19.27$ nm⁻² and $D=D_0e^{-E/k_BT}$. The round values $D_0=10^{-3}$ cm²/s and $E=1$ eV give $D=0.632$ nm²/s at 450 K, where $k_BT=0.03878$ eV. Thus

$$\kappa=\frac{0.632\times19.27\times14.98\times0.01182^2}{0.03878}=0.657\ \text{nm}^4/\text{s},$$

$$\lambda_*=2\pi\sqrt{\frac{2\times0.657}{0.1265}}=20.25\ \text{nm}.$$

The growth rate is 0.0061 s⁻¹: one e-fold takes 164 s and removes 43 nm.

The thermal sensitivity now has an explanation. At fixed beam conditions $\lambda_*\propto\sqrt{D/T}$, so

$$\frac{d\ln\lambda_*}{dT}=\frac1{2T}\left(\frac E{k_BT}-1\right)\approx0.028\ \text{K}^{-1}.$$

Evaluating $\kappa$ at 460 K gives 26.5 nm. The wavelength is a compromise between collisions and thermally activated motion.

## 6. Where the example strains the theory

**Finite wavelength.** Maximizing the full $\operatorname{Re}\omega-\kappa k^4$ by a simplex search gives 20.4 nm, 0.6% above the formula. The next sputter term has the form $-\kappa_sk^4$ and adds $\kappa_s$ to $\kappa$, which lengthens the wave by a fraction close to $\kappa_s/(2\kappa)$. Long-wave truncation is a small error here.

**Finite height.** A plane of slope $p$ erodes vertically at $v_0(\theta-\arctan p)\sqrt{1+p^2}$. Its second-order part is $\tfrac12(v_0+v_0'')p^2$, with primes denoting $\theta$ derivatives. This adds $(L/2)h_x^2$ to $\partial_th$, where $L=-(v_0+v_0'')$. Numerical differentiation gives $L=-0.81$ nm/s. For ripple amplitude $A$, the nonlinear and linear scales match when $|L|k^2A^2/2=|\nu|k^2A$, or

$$A=\frac{2|\nu|}{|L|}=0.31\ \text{nm}.$$

The slope is then about 0.1, far from shadowing, but the height from trough to crest is only about two lattice constants. The linear stage is short, and a continuum surface is itself a coarse description of it. Growth from 0.03 nm takes about 2.3 e-folds, for which the Gaussian estimate gives a spread of $k_*/\sqrt{18}$, roughly a quarter of $k_*$. So early in the growth this estimate is itself rough: for a flat initial spectrum the amplitude factor $e^{Rt}$ has a standard deviation of about $0.29\,k_*$. A power spectrum squares the amplitudes and is narrower, about $0.2\,k_*$. The formula locates the peak of an early spectrum that is broad in both wavelength and direction; it does not fix the spacing of tall ripples.

**Atoms moved but not removed.** Suppose each ion pushes surface atoms along the tangential part of the beam direction, with total displacement $M\sin\theta$ and $M$ independent of angle. Along $x$ the current is

$$JM\cos(\theta-h_x)\sin(\theta-h_x)\approx JM\left(\tfrac12\sin2\theta-h_x\cos2\theta\right).$$

Conservation adds $J\Omega M\cos2\theta$ to $\nu_x$. A sideways slope turns the tangential direction and produces $j_y=-JMc^2h_y$, which adds $J\Omega Mc^2$ to $\nu_y$.

A rough count of displaced atoms is $0.4\times1000/40=10$, for a 40 eV displacement threshold. At 0.1 nm each, $M=1$ atom nm. At 45 degrees $\nu_x$ is unchanged, while $\nu_y$ gains 0.074 nm²/s and becomes slightly positive. At 40 degrees the sputter value $\nu_x=-0.109$ is weakened by 0.026 nm²/s, which lengthens that ripple by about 14%.

Normal incidence fares worse. The model yield there is 1.15, so $V=0.169$ nm/s and the sputter coefficient is $-0.045$ nm²/s. Redistribution adds $J\Omega M=0.148$ nm²/s. With this estimate of $M$, the instability of section 1 is suppressed. How much displacement survives relaxation in crystalline iron is not determined here.

**A real etcher.** The result is very sensitive to the diffusion parameters: raising $E$ by 0.1 eV divides $D$ by 13 and $\lambda_*$ by 3.6. The thermal law also leaves out mobile atoms and vacancies made by the ions themselves. They are probably not negligible here. The thermal product $Dn_s$ is 12 s⁻¹. If each of the $Jc=8.8$ ions/(nm² s) frees $N$ atoms that wander a distance $\ell$ before sticking, the corresponding product is about $JcN\ell^2/4$, which reaches the thermal value for ten atoms moving 0.74 nm each. Where these carry much of the surface current, both the wavelength and its response to temperature differ from the values above. A cooled wafer may also be far below 450 K. At 300 K the boxed formula with the same thermal law would give about 0.04 nm. That is smaller than an atom and far below the deposition lengths, so neither the long-wave sputter term nor the continuum surface can be trusted there, and the formula makes no prediction.

The wafer may also be rotated about its normal. If a turn is short compared with 164 s, the sputter coefficients average to $(\nu_x+\nu_y)/2=-0.097$ nm²/s. The preferred direction disappears and the wavelength becomes 23 nm; with the redistribution estimate included it becomes 29 nm.

Step-edge barriers, which can drive atoms uphill on a crystal, are also missing. If such a current is $JcM_uh_x$, it adds $-J\Omega cM_u$ to $\nu_x$. A moment $M_u=1.2$ atom nm per ion would match the sputter term and shorten the wavelength by $\sqrt2$. The smoothing law also assumes a surface energy that varies smoothly with slope, which a crystal face below its roughening temperature does not have. The 20 nm result is thus a model estimate for a stationary surface with isotropic diffusive smoothing, weak barriers and the assumed, purely thermal diffusivity, during the first few e-folds.

All numerical values are calculated from the stated model.
